# Newton Iteration for the Self-Bias of a Two-Sheath RF Circuit: verification in Python

```python
"""Self-bias of a two-sheath rf circuit with a blocking capacitor.

Result under test: Newton's method on (b, p), with the logarithms of the
cycle-averaged electron/ion current ratios as residuals, finds the periodic
state that plain time stepping reaches only after many cycles.
b: blocking-capacitor voltage at cycle start; p: plasma potential then.
u1, u2: voltage drops from plasma to powered and grounded electrode.
Sheath model: uniform ions, Boltzmann electrons, constant Bohm ion flux.
A cell is the tuple (area1, area2, blocking capacitance, source amplitude).
Voltages in V, areas in m^2, capacitances in F, temperature TE in V.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import odeint, solve_ivp

DENSITY = 2e15
TE = 3.0
ION_MASS = 40 * const.atomic_mass
FREQ = 13.56e6
PERIOD = 1 / FREQ
V_RF = 300.0
AREA1, AREA2 = 0.01, 0.02
STEPS = 300
TOL = 1e-7

J_ION = const.e * DENSITY * math.sqrt(const.e * TE / ION_MASS)
RATIO = math.sqrt(ION_MASS / (2 * math.pi * const.m_e))
V_FLOAT = TE * math.log(RATIO)
Q_UNIT = math.sqrt(const.epsilon_0 * const.e * DENSITY * TE)


def sheath(u):
    """Charge per area, capacitance per area, electron/ion current ratio."""
    y = u / TE
    e = math.exp(-y)
    if abs(y) < 1e-3:
        root = y * (1 - y / 6 + y * y / 36)
        slope = 1 - y / 3 + y * y / 12
    else:
        root = math.copysign(math.sqrt(2 * (y - 1 + e)), y)
        slope = (1 - e) / root
    return Q_UNIT * root, Q_UNIT / TE * slope, RATIO * e


def run_cycle(cell, u1, u2, steps=STEPS):
    """One rf period by the trapezoidal rule on the two node charges."""
    a1, a2, cb, v_rf = cell
    half = 0.5 * PERIOD / steps
    q1, c1, r1 = sheath(u1)
    q2, c2, r2 = sheath(u2)
    x = cb * (u2 - u1) - a1 * q1
    y = a1 * q1 + a2 * q2
    orbit = [(u1, u2)]
    d1 = d2 = 0.0
    for j in range(1, steps + 1):
        source = v_rf * math.sin(2 * math.pi * j / steps)
        i1 = a1 * J_ION * (1 - r1)
        i2 = a2 * J_ION * (1 - r2)
        goal_x = x + half * i1
        goal_y = y - half * (i1 + i2)
        old1, old2 = u1, u2
        u1 += d1
        u2 += d2
        for _ in range(60):
            q1, c1, r1 = sheath(u1)
            q2, c2, r2 = sheath(u2)
            i1 = a1 * J_ION * (1 - r1)
            i2 = a2 * J_ION * (1 - r2)
            f1 = cb * (u2 - u1 - source) - a1 * q1 - half * i1 - goal_x
            f2 = a1 * q1 + a2 * q2 + half * (i1 + i2) - goal_y
            k1 = a1 * (c1 + half * J_ION * r1 / TE)
            k2 = a2 * (c2 + half * J_ION * r2 / TE)
            det = -((cb + k1) * k2 + cb * k1)
            s1 = (-f1 * k2 + f2 * cb) / det
            s2 = (f2 * (cb + k1) + f1 * k1) / det
            u1 += s1
            u2 += s2
            if abs(s1) + abs(s2) < 1e-8:
                break
        else:
            raise RuntimeError("time step did not converge")
        q1, c1, r1 = sheath(u1)
        q2, c2, r2 = sheath(u2)
        x = cb * (u2 - u1 - source) - a1 * q1
        y = a1 * q1 + a2 * q2
        d1, d2 = u1 - old1, u2 - old2
        orbit.append((u1, u2))
    return np.array(orbit)


def log_balance(orbit):
    """Log of mean electron/ion current ratio at each electrode."""
    r = RATIO * np.exp(-orbit / TE)
    return np.log(0.5 * (r[:-1] + r[1:]).mean(axis=0))


def sensitivities(cell, orbit):
    """Derivatives of (u1, u2) at each time by their initial values."""
    cb = cell[2]
    areas = np.array(cell[:2])
    half = 0.5 * PERIOD / (len(orbit) - 1)
    y = orbit / TE
    e = np.exp(-y)
    cap = Q_UNIT / TE * np.abs(1 - e) / np.sqrt(2 * (y - 1 + e))
    cond = J_ION * RATIO * e / TE

    def matrices(k):
        m = np.empty((len(k), 2, 2))
        m[:, 0, 0] = -(cb + k[:, 0])
        m[:, 0, 1] = cb
        m[:, 1, :] = k
        return m

    new = matrices(areas * (cap + half * cond))[1:]
    old = matrices(areas * (cap - half * cond))[:-1]
    result = [np.eye(2)]
    for step_matrix in np.linalg.solve(new, old):
        result.append(step_matrix @ result[-1])
    return np.array(result)


def jacobian(cell, orbit):
    """Derivative of log_balance by (b, p)."""
    s = sensitivities(cell, orbit)
    w = np.exp(-orbit / TE)
    w[0] *= 0.5
    w[-1] *= 0.5
    mean = np.einsum("tk,tkj->kj", w, s) / w.sum(axis=0)[:, None]
    return -mean @ np.array([[-1.0, 1.0], [0.0, 1.0]]) / TE


def newton_step(jac, g):
    det = jac[0, 0] * jac[1, 1] - jac[0, 1] * jac[1, 0]
    db = (-g[0] * jac[1, 1] + g[1] * jac[0, 1]) / det
    dp = (-g[1] * jac[0, 0] + g[0] * jac[1, 0]) / det
    return np.array([db, dp])


def newton_bias(cell, steps=STEPS, tol=TOL):
    """Return orbit, history of (b, p, largest |g|), cycles integrated."""
    guess = np.array([0.0, cell[3]])
    orbit = run_cycle(cell, guess[1] - guess[0], guess[1], steps)
    g = log_balance(orbit)
    cycles = 1
    history = [(guess[0], guess[1], np.abs(g).max())]
    while np.abs(g).max() > tol:
        assert len(history) < 60, "Newton iteration too long"
        step = newton_step(jacobian(cell, orbit), g)
        factor = 1.0
        while True:
            assert factor > 1e-8, "step halving failed"
            trial = guess + factor * step
            start1, start2 = trial[1] - trial[0], trial[1]
            if min(start1, start2) > TE:
                new_orbit = run_cycle(cell, start1, start2, steps)
                cycles += 1
                new_g = log_balance(new_orbit)
                bound = (1 - 1e-3 * factor) * np.abs(g).max()
                if np.abs(new_g).max() < bound:
                    break
            factor *= 0.5
        guess, orbit, g = trial, new_orbit, new_g
        history.append((guess[0], guess[1], np.abs(g).max()))
    return orbit, history, cycles


def plain_cycling(cell):
    """Repeat cycles from the unbiased start until the currents balance."""
    u1 = u2 = cell[3]
    previous = None
    for count in range(1, 4001):
        orbit = run_cycle(cell, u1, u2)
        g = log_balance(orbit)
        if np.abs(g).max() < TOL:
            return orbit, count, g[0] / previous[0]
        previous = g
        u1, u2 = orbit[-1]
    raise RuntimeError("plain cycling did not converge")


def dc_bias(orbit):
    return (orbit[:-1, 1] - orbit[:-1, 0]).mean()


def multipliers(cell, orbit):
    values = np.linalg.eigvals(sensitivities(cell, orbit)[-1])
    return values[np.argsort(-np.abs(values))]


# Sheath charge law against direct integration of Poisson's equation
poisson = solve_ivp(lambda s, v: [v[1], 1 - math.exp(-v[0])], (0, 15),
                    [1e-4, 1e-4], rtol=1e-10, atol=1e-13)
wall_y, wall_field = poisson.y[:, -1]
assert wall_y > 5
assert abs(sheath(wall_y * TE)[0] / Q_UNIT / wall_field - 1) < 1e-6

cell = (AREA1, AREA2, 1e-9, V_RF)

# Jacobian against central differences, far from and nearer to balance
for b0, p0 in ((0.0, V_RF), (-150.0, 40.0)):
    jac = jacobian(cell, run_cycle(cell, p0 - b0, p0))
    numeric = np.empty((2, 2))
    d = 1e-3
    for col, (eb, ep) in enumerate(((d, 0.0), (0.0, d))):
        up = run_cycle(cell, p0 + ep - b0 - eb, p0 + ep)
        down = run_cycle(cell, p0 - ep - b0 + eb, p0 - ep)
        numeric[:, col] = (log_balance(up) - log_balance(down)) / (2 * d)
    assert np.abs(jac - numeric).max() < 1e-5 * np.abs(jac).max()

# Newton solution: periodic orbit and quadratic convergence
orbit, history, newton_cycles = newton_bias(cell)
bias = dc_bias(orbit)
mismatch = np.abs(orbit[-1] - orbit[0]).max()
assert mismatch < 1e-5
assert orbit.min() > 0
for before, after in zip(history[:-1], history[1:]):
    if before[2] < 0.1:
        assert after[2] < 10 * before[2] ** 2 + 1e-10

# First step that the raw current residual would take from the same start
first = run_cycle(cell, V_RF, V_RF)
first_g = log_balance(first)
first_jac = jacobian(cell, first)
log_step = newton_step(first_jac, first_g)
raw_step = newton_step(first_jac, -np.expm1(-first_g))
assert np.abs(raw_step).max() > 1e6

# Plain cycling reaches the same state at the rate of the slow multiplier
plain_orbit, plain_cycles, tail_rate = plain_cycling(cell)
mult = multipliers(cell, orbit)
assert np.abs(mult).max() < 1
assert abs(dc_bias(plain_orbit) - bias) < 1e-4
assert abs(tail_rate - mult[0]) < 1e-3

# Cost against blocking capacitance
cell2 = (AREA1, AREA2, 2e-9, V_RF)
_, _, newton_cycles2 = newton_bias(cell2)
_, plain_cycles2, _ = plain_cycling(cell2)
assert 1.5 < plain_cycles2 / plain_cycles < 2.3
cell100 = (AREA1, AREA2, 1e-7, V_RF)
orbit100, _, newton_cycles100 = newton_bias(cell100)
mult100 = multipliers(cell100, orbit100)
assert newton_cycles100 <= 2 * newton_cycles + 5
assert newton_cycles < plain_cycles / 5

# Second-order convergence in the time step
fine = [dc_bias(newton_bias(cell, n, 1e-9)[0]) for n in (300, 600, 1200)]
order_ratio = (fine[0] - fine[1]) / (fine[1] - fine[2])
assert 3.5 < order_ratio < 4.5


# Separate adaptive integration of the voltage equations, time in periods
def voltage_rates(u, t):
    a1, a2, cb, v_rf = cell
    _, c1, r1 = sheath(u[0])
    _, c2, r2 = sheath(u[1])
    i1 = a1 * J_ION * (1 - r1) * PERIOD
    i2 = a2 * J_ION * (1 - r2) * PERIOD
    k1, k2 = a1 * c1, a2 * c2
    rhs1 = i1 + cb * v_rf * 2 * math.pi * math.cos(2 * math.pi * t)
    rhs2 = -(i1 + i2)
    det = -((cb + k1) * k2 + cb * k1)
    return [(rhs1 * k2 - rhs2 * cb) / det,
            (-(cb + k1) * rhs2 - k1 * rhs1) / det]


options = dict(rtol=1e-8, atol=1e-8, hmax=0.05, mxstep=10000000)
settled = odeint(voltage_rates, [V_RF, V_RF],
                 [0.0, float(plain_cycles + 20)], **options)[-1]
adaptive = odeint(voltage_rates, settled, np.linspace(0, 1, 1201), **options)
adaptive_bias = dc_bias(adaptive)
assert abs(adaptive_bias - fine[2]) < 0.01

# Bias from waveform shapes alone, on the adaptive orbit
shape = adaptive[:-1] - adaptive[:-1].mean(axis=0)
shape_mean = np.exp(-shape / TE).mean(axis=0)
identity_bias = TE * math.log(shape_mean[1] / shape_mean[0])
assert abs(identity_bias - adaptive_bias) < 0.01

# Equal areas give no bias; collapsed-sheath estimate for large capacitor
equal_bias = dc_bias(newton_bias((AREA1, AREA1, 1e-9, V_RF))[0])
assert abs(equal_bias) < 1e-4
area_ratio = AREA2 / AREA1
estimate = -V_RF * (area_ratio**2 - 1) / (area_ratio**2 + 1)
bias100 = dc_bias(orbit100)
assert abs(bias100 / estimate - 1) < 0.15

omega_pi = math.sqrt(const.e**2 * DENSITY / (const.epsilon_0 * ION_MASS))
peak_ratio = RATIO * np.exp(-orbit.min(axis=0) / TE)
print(f"sheath-edge density: {DENSITY:.1e} m^-3")
print(f"electron temperature: {TE:.1f} V; ion mass: 40 u")
print(f"frequency: {FREQ/1e6:.2f} MHz; period: {PERIOD*1e9:.2f} ns")
print(f"source amplitude: {V_RF:.0f} V; steps per cycle: {STEPS}")
print(f"areas: {AREA1*1e4:.0f} and {AREA2*1e4:.0f} cm^2")
print(f"rf / ion plasma frequency: {2*math.pi*FREQ/omega_pi:.2f}")
print(f"ion current density: {J_ION:.4f} A/m^2")
print(f"ion currents: {J_ION*AREA1*1e3:.3f}, {J_ION*AREA2*1e3:.3f} mA")
print(f"electron/ion flux ratio at u=0: {RATIO:.2f}")
print(f"floating sheath voltage: {V_FLOAT:.3f} V")
print("Newton history at 1 nF: iteration, b (V), p (V), largest |g|")
for k, (b, p, size) in enumerate(history):
    print(f"  {k:2d} {b:10.4f} {p:10.4f} {size:.3e}")
print(f"first bias step, log residual: {log_step[0]:.2f} V")
print(f"first bias step, raw current residual: {raw_step[0]:.2e} V")
print(f"self-bias at 1 nF, 300 steps: {bias:.4f} V")
print(f"self-bias, 600 and 1200 steps: {fine[1]:.4f}, {fine[2]:.4f} V")
print(f"ratio of successive step-size changes: {order_ratio:.3f}")
print(f"self-bias, adaptive integration: {adaptive_bias:.4f} V")
print(f"self-bias, waveform identity: {identity_bias:.4f} V")
print(f"cycle return mismatch: {mismatch:.1e} V")
for k, name in enumerate(("powered", "grounded")):
    wave = orbit[:-1, k]
    print(f"{name} sheath min, mean, max: {wave.min():.2f}, "
          f"{wave.mean():.2f}, {wave.max():.2f} V")
print(f"peak electron/ion ratios: {peak_ratio[0]:.2f}, {peak_ratio[1]:.2f}")
print(f"Floquet multipliers at 1 nF: {mult[0]:.5f}, {mult[1]:.5f}")
print(f"plain-cycling tail rate at 1 nF: {tail_rate:.5f}")
print(f"tolerance on largest |g| for cycle counts: {TOL:.0e}")
print(f"cycles at 1 nF, plain and Newton: {plain_cycles}, {newton_cycles}")
print(f"cycles at 2 nF, plain and Newton: {plain_cycles2}, {newton_cycles2}")
print(f"Newton cycles at 100 nF: {newton_cycles100}")
print(f"slow multiplier at 100 nF: {mult100[0]:.6f}")
print(f"tail e-folding at 100 nF: {-1/math.log(abs(mult100[0])):.0f} cycles")
print(f"self-bias at 100 nF: {bias100:.3f} V")
print(f"collapsed-sheath estimate: {estimate:.1f} V")
print(f"self-bias for equal areas: {equal_bias:.1e} V")
print("done: every assertion held")
```

It prints:

```
sheath-edge density: 2.0e+15 m^-3
electron temperature: 3.0 V; ion mass: 40 u
frequency: 13.56 MHz; period: 73.75 ns
source amplitude: 300 V; steps per cycle: 300
areas: 100 and 200 cm^2
rf / ion plasma frequency: 9.12
ion current density: 0.8620 A/m^2
ion currents: 8.620, 17.240 mA
electron/ion flux ratio at u=0: 107.73
floating sheath voltage: 14.039 V
Newton history at 1 nF: iteration, b (V), p (V), largest |g|
   0     0.0000   300.0000 6.278e+01
   1   -98.3310    87.8249 6.391e+00
   2  -131.1443    53.8227 1.247e+00
   3  -145.7838    43.6807 2.040e-01
   4  -149.6559    41.5216 9.877e-03
   5  -149.8626    41.4058 2.605e-05
   6  -149.8632    41.4055 1.837e-10
first bias step, log residual: -98.33 V
first bias step, raw current residual: -7.24e+27 V
self-bias at 1 nF, 300 steps: -150.8017 V
self-bias, 600 and 1200 steps: -150.8016, -150.8016 V
ratio of successive step-size changes: 4.001
self-bias, adaptive integration: -150.8015 V
self-bias, waveform identity: -150.8015 V
cycle return mismatch: 1.4e-09 V
powered sheath min, mean, max: 6.29, 208.76, 453.21 V
grounded sheath min, mean, max: 8.58, 57.95, 147.50 V
peak electron/ion ratios: 13.25, 6.17
Floquet multipliers at 1 nF: 0.95981, 0.09216
plain-cycling tail rate at 1 nF: 0.95981
tolerance on largest |g| for cycle counts: 1e-07
cycles at 1 nF, plain and Newton: 518, 7
cycles at 2 nF, plain and Newton: 1018, 7
Newton cycles at 100 nF: 7
slow multiplier at 100 nF: 0.999581
tail e-folding at 100 nF: 2388 cycles
self-bias at 100 nF: -155.567 V
collapsed-sheath estimate: -180.0 V
self-bias for equal areas: 6.6e-08 V
done: every assertion held
```
